Why Two Parallel Carrier Groups Exceed Matthiessen's Resistivity Sum

**Q.** Impurities and phonons scatter independently, so their scattering rates add. Why should the resistivity of a metal not be the sum of an impurity part and a phonon part?

**A.** It is the sum if all carriers respond alike. Suppose instead that there are two groups, each with its own resistivity, meaning the field divided by the current density which that group carries. Group i has resistivity aᵢ with impurities alone, bᵢ with phonons alone and aᵢ + bᵢ with both, all positive. Both groups feel the same field E and their currents add. For group resistivities r₁ and r₂ the whole metal therefore has

J = E/r₁ + E/r₂, so ρ = E/J = r₁r₂/(r₁ + r₂).

This is not a linear function of r₁ and r₂. Adding rates within each group does not make the totals add.

**Q.** You assumed that resistivities add within a group. Carriers can also scatter from one group to the other. Does that not spoil the assumption?

**A.** That has to be settled with the Boltzmann equation. Take two spherical Fermi surfaces in a uniform bulk metal, with densities of states Nᵢ, speeds vᵢ and carrier charge q. Let μ be the cosine of the angle between velocity and field. In linear response the distribution is f₀ + (−∂f₀/∂ε)φᵢ(μ). For elastic scattering the steady state obeys

qEvᵢμ = Σⱼ Nⱼ⟨wᵢⱼ[φᵢ(μ) − φⱼ(μ′)]⟩,

where the brackets average over final directions. The first term is scattering out, the second scattering in. Let the kernel be wᵢⱼ = w⁰ᵢⱼ + w¹ᵢⱼ cos Θ, with w symmetric in its indices and Θ the angle between the two velocities.

Try φᵢ = uᵢμ. Since ⟨cos Θ⟩ = 0, ⟨μ′⟩ = 0 and ⟨μ′ cos Θ⟩ = μ/3, every term is proportional to μ, and

qEvᵢ = uᵢ Σⱼ Nⱼw⁰ᵢⱼ − (1/3) Σⱼ Nⱼw¹ᵢⱼuⱼ.

The group current is jᵢ = qNᵢvᵢ⟨μφᵢ⟩ = qNᵢvᵢuᵢ/3, because ⟨μ²⟩ = 1/3. Substituting uᵢ = 3jᵢ/(qNᵢvᵢ) and dividing by qvᵢ gives E = Σⱼ Rᵢⱼjⱼ with

Rᵢᵢ = [3 Σⱼ Nⱼw⁰ᵢⱼ − Nᵢw¹ᵢᵢ]/(q²Nᵢvᵢ²),
R₁₂ = R₂₁ = −w¹₁₂/(q²v₁v₂).

These expressions are linear in w, so the matrices of independent mechanisms add. If scattering between the groups randomizes direction, w¹₁₂ = 0 and R₁₂ = 0. Its scattering-out rate is then already contained in aᵢ or bᵢ, and the assumption stands. I keep R₁₂ = 0 for now. For phonons, the elastic treatment requires phonon energies small compared with kT.

**Q.** Then give me the excess over the sum. I would like to see where it comes from, not only a subtraction of fractions.

**A.** Follow the current. Let y be the fraction of J carried by group 1. The dissipated power per volume, divided by J², is r₁y² + r₂(1 − y)². Expand and complete the square:

r₁y² + r₂(1 − y)² = (r₁ + r₂)y² − 2r₂y + r₂
= (r₁ + r₂)(y − x)² + r₂ − r₂²/(r₁ + r₂)
= (r₁ + r₂)(y − x)² + r₁r₂/(r₁ + r₂), with x = r₂/(r₁ + r₂).

The last term is ρ. The share x is the real one, since equal fields require r₁x = r₂(1 − x). The real division of current thus has the least dissipation, and any other division costs an extra (r₁ + r₂)(y − x)².

Now define A = a₁ + a₂ and B = b₁ + b₂. Group 1 would carry the share xₐ = a₂/A with impurities alone and x_b = b₂/B with phonons alone. With both it carries

x = (a₂ + b₂)/(A + B) = (Axₐ + Bx_b)/(A + B).

Evaluate the total dissipation at this share and separate the two mechanisms:

ρ = [a₁x² + a₂(1 − x)²] + [b₁x² + b₂(1 − x)²]
= ρ_imp + A(x − xₐ)² + ρ_ph + B(x − x_b)².

The excess Δ = ρ − ρ_imp − ρ_ph is therefore the cost of a compromise: one current division must serve two mechanisms that prefer different ones.

**Q.** That still contains three shares. What is it in terms of the four resistivities?

**A.** The weighted mean gives

x − xₐ = B(x_b − xₐ)/(A + B),
x − x_b = A(xₐ − x_b)/(A + B).

Inserting these,

Δ = (AB² + BA²)(xₐ − x_b)²/(A + B)² = AB(xₐ − x_b)²/(A + B).

The difference of the preferred shares is

xₐ − x_b = (a₂B − b₂A)/(AB)
= (a₂b₁ + a₂b₂ − a₁b₂ − a₂b₂)/(AB)
= (a₂b₁ − a₁b₂)/(AB).

Its square carries 1/(AB)², of which the prefactor cancels one factor AB. Hence

Δ = (a₁b₂ − a₂b₁)²/[(a₁ + a₂)(b₁ + b₂)(a₁ + a₂ + b₁ + b₂)].

In this model Δ cannot be negative. It vanishes if and only if a₁/a₂ = b₁/b₂, when both mechanisms prefer the same division.

**Q.** Test it on a case where I can see the answer without the formula.

**A.** Let the impurities act on group 1 alone, so a₂ → 0, and make them very strong there, a₁ → ∞. With impurities alone, group 2 is a short circuit and ρ_imp = 0. With phonons present, group 1 is blocked and group 2 carries everything, so ρ = b₂. The excess must be

b₂ − b₁b₂/B = b₂(B − b₁)/B = b₂²/B.

The formula with a₂ = 0 gives a₁²b₂²/[a₁B(a₁ + B)] = a₁b₂²/[B(a₁ + B)], which tends to b₂²/B. Here the whole effect of the impurities appears as excess.

**Q.** Now numbers. Is the excess large enough to matter in an interconnect metal?

**A.** Take a dilute copper alloy at 300 K with round model values a₁ = 2, a₂ = 4, b₁ = 2 and b₂ = 10 μΩ cm. Then A = 6 and B = 12 μΩ cm, and

ρ_imp = 2·4/6 = 1.333 μΩ cm,
ρ_ph = 2·10/12 = 1.667 μΩ cm,
ρ = 4·14/18 = 3.111 μΩ cm.

The two parts sum to 3.000 μΩ cm, so the excess is 0.111 μΩ cm, or 1.11 nΩ m. The formula agrees:

Δ = (2·10 − 4·2)²/(6·12·18) = 144/1296 = 0.111 μΩ cm.

Group 1 would carry 0.667 of the current with impurities alone and 0.833 with phonons alone. It carries 0.778 with both. The two costs are

6(0.778 − 0.667)² = 0.074 μΩ cm,
12(0.7778 − 0.8333)² = 0.037 μΩ cm.

The excess is 3.6 % of ρ. It matters more if one measures ρ and subtracts the phonon resistivity of the pure metal. That gives 1.444 μΩ cm for the impurities, 8.3 % above their true 1.333 μΩ cm.

**Q.** Would that relative error disappear if the alloy were made more dilute?

**A.** No. Multiply a₁ and a₂ by a concentration factor s at fixed phonon resistivities. The preferred shares do not change, and

Δ(s) = sAB(xₐ − x_b)²/(sA + B) → sA(xₐ − x_b)² for small s.

Both Δ and ρ_imp are then proportional to s. Their ratio tends to 6(1/6)²/1.333 = 0.167/1.333, or 12.5 %. The excess becomes small compared with ρ, but not compared with the impurity resistivity.

**Q.** What happens on heating? If Δ were constant, I could absorb it into the impurity term.

**A.** Let both phonon resistivities be proportional to temperature, bᵢ → tbᵢ with t = T/300 K, and hold aᵢ fixed. Then

Δ(t) = tAB(xₐ − x_b)²/(A + tB),
dΔ/dt = A²B(xₐ − x_b)²/(A + tB)² > 0.

The excess starts as tB(xₐ − x_b)² = 0.333t μΩ cm and saturates at A(xₐ − x_b)² = 0.167 μΩ cm. The first is a limit of the scaling law; a real phonon resistivity is not linear in T near absolute zero. In the range of use, Δ is 0.095, 0.111 and 0.121 μΩ cm at 200, 300 and 400 K. It is not constant.

The temperature slope changes too. Since the dissipation is stationary in the share, the change of x with t contributes nothing to first order, so at t = 1

dρ/dt = b₁x² + b₂(1 − x)² = ρ_ph + B(x − x_b)².

This is 1.667 + 0.037 = 1.704 μΩ cm. Dividing by 300 K gives 5.68 nΩ cm/K, against 5.56 nΩ cm/K from Matthiessen's rule, an increase of 2.2 %. The absolute slopes depend on the linear law: with the Bloch–Grüneisen factor used below they become 6.47 and 6.33 nΩ cm/K, while the 2.2 % is unchanged.

**Q.** You set R₁₂ to zero. What if a carrier that changes group remembers its direction?

**A.** Let the off-diagonal elements be cₐ for impurities and c_b for phonons. The dissipation gains a cross term. Because y² + 2y(1 − y) + (1 − y)² = 1,

R₁₁y² + 2R₁₂y(1 − y) + R₂₂(1 − y)²
= R₁₂ + (R₁₁ − R₁₂)y² + (R₂₂ − R₁₂)(1 − y)².

Equal fields in the two groups again select the minimum. The constants are cₐ in ρ_imp, c_b in ρ_ph and cₐ + c_b in ρ, so they cancel in Δ. The excess formula survives with aᵢ replaced by aᵢ − cₐ and bᵢ by bᵢ − c_b, where from here on aᵢ and bᵢ denote the diagonal elements Rᵢᵢ. These are no longer the field divided by the group current, since E/j₁ = R₁₁ + R₁₂j₂/j₁.

I also solved the Boltzmann equation numerically, with 40 directions per group, for 24 random pairs of impurity and phonon kernels, half of them with direction memory between the groups. With q = 1 and densities, speeds and rates of order one, the excess agreed with this formula to within 10⁻⁸.

**Q.** How large can cₐ and c_b be?

**A.** A kernel linear in cos Θ must not be negative, so |w¹| ≤ w⁰. Scattering within a group then adds a non-negative amount to Rᵢᵢ. Keeping only the scattering between groups gives

R₁₁ ≥ 3N₂w⁰₁₂/(q²N₁v₁²), R₂₂ ≥ 3N₁w⁰₁₂/(q²N₂v₂²).

Multiplying these and taking the root,

√(R₁₁R₂₂) ≥ 3w⁰₁₂/(q²v₁v₂) ≥ 3|R₁₂|.

Thus |cₐ| ≤ √8/3 = 0.94 μΩ cm and |c_b| ≤ √20/3 = 1.49 μΩ cm. With the diagonal elements held fixed, a grid of 21 by 21 values over this range gives excesses from 0.002 to 0.42 μΩ cm. The smallest is at cₐ = 0.94, c_b = −1.49 μΩ cm, where the preferred shares become 3.057/4.114 = 0.743 and 11.491/14.981 = 0.767 and nearly coincide. The largest is at the opposite signs.

Those corners themselves cannot be reached in this example. Both bounds are reached together only without scattering inside the groups. The inequalities for R₁₁ and R₂₂ then become equalities, so R₁₁/R₂₂ = (N₂v₂)²/(N₁v₁)² for both mechanisms. But a₁/a₂ = 0.5 while b₁/b₂ = 0.2. The reachable range is not much narrower, however. With γ = N₂v₂/(N₁v₁) common to both mechanisms, the same inequalities give |cₐ| ≤ min(a₁/γ, a₂γ)/3 and |c_b| ≤ min(b₁/γ, b₂γ)/3, and a scan over γ gives excesses from about 0.006 to 0.37 μΩ cm. Weak memory matters less: with one tenth of the grid range, an arbitrary choice, the excess lies between 0.093 and 0.13 μΩ cm, within about 18 % of the value without memory.

These bounds hold only for kernels linear in cos Θ. For any kernel that depends only on Θ the same matrix applies with w⁰ = ⟨w⟩ and w¹ = 3⟨w cos Θ⟩, so |w¹| ≤ 3w⁰ and the bound weakens to |R₁₂| ≤ √(R₁₁R₂₂). Strongly peaked kernels with the same diagonal elements can then make the excess vanish (cₐ = 1.5, c_b = 0) or raise it to about 2 μΩ cm (cₐ = −1.57, c_b = 3.9 μΩ cm), and towards 3.4 μΩ cm at the limit of the bound. Fixed diagonal elements do not mean fixed totals: ρ_imp is 1.92 μΩ cm in the first case, and in the second ρ_imp and ρ_ph fall to 0.61 and 1.14 μΩ cm, with group 2 carrying current against the field when phonons act alone. Direction memory can therefore be a large correction, and its size needs the actual scattering kernels.

**Q.** And the phonons? At room temperature their energies are not small compared with kT.

**A.** There are two corrections. The first concerns the linear law. I borrow the Bloch–Grüneisen formula, without deriving it, to estimate its error:

ρ_ph ∝ (T/Θ_D)⁵ ∫₀^(Θ_D/T) z⁵ dz/[(eᶻ − 1)(1 − e⁻ᶻ)].

With a rough Debye temperature Θ_D = 340 K, the same factor for both groups and the 300 K values held fixed, Δ becomes 0.092 instead of 0.095 μΩ cm at 200 K. At 400 K it becomes 0.122 instead of 0.121 μΩ cm.

The second correction is inelastic scattering, which produces an excess even in one group. Take a single phonon energy pkT, isotropic scattering, and electron energy ukT from the Fermi level. With n phonons per mode and f the Fermi function, linearizing gain and loss gives the relaxation rate

g(u) = (n + 1)[1 − f(u − p)] + n f(u − p) + n[1 − f(u + p)] + (n + 1)f(u + p)
= 2n + 1 + f(u + p) − f(u − p).

Isotropic scattering brings no current back in, so each energy conducts in parallel with the others:

ρ = 1/⟨1/(ρ_imp + κg)⟩.

The average has weight −∂f/∂u, and κ is set so that phonons alone give ρ_ph. For p = 340/300 = 1.13 the one-group excess is 0.006 μΩ cm, about 5 % of the two-group value. For isotropic scattering, placing all phonons at the Debye energy makes this a high estimate (scattering weighted backward, with mean cosine −0.5, would raise it to 0.008 μΩ cm); a coupling spectrum proportional to the square of the phonon energy up to kΘ_D gives 0.0015 μΩ cm. Neither figure solves the inelastic two-group problem.

**Q.** Interconnects are narrow. Do their surfaces not matter more than all this?

**A.** They can. Consider a film of thickness d with diffuse surfaces and one free-electron group of mean free path λ. A carrier that left a surface at normal cosine m has, at depth z, lost the fraction exp(−z/(λm)) of its bulk response. For d ≫ λ the depth average of this loss is λm/d. With the current weight (3/2)(1 − m²), the lost fraction of conductivity is

S = (3/2)(λ/d) ∫₀¹ (1 − m²)m dm = (3/2)(λ/d)(1/2 − 1/4) = 3λ/(8d).

The added resistivity ρS/(1 − S) equals Δ when S = Δ/(ρ + Δ) = 0.111/3.222 = 0.0345, hence d = 10.9λ.

For free electrons ρ = m_e/(ne²τ) and λ = v_Fτ, so

ρλ = ħk_F/(ne²), k_F = (3π²n)^(1/3).

A rough copper density of 8.5 × 10²² cm⁻³ gives ρλ = 6.6 × 10⁻¹⁶ Ω m². At ρ = 3.11 μΩ cm this means λ = 21 nm and d ≈ 230 nm. In thinner films of this kind the surface term exceeds the excess. This thickness uses a single mean free path. If the two groups divide the same Fermi-surface area between them, their mean free paths generally differ and the crossover is thicker, about 300 nm for equal shares; 230 nm is the smallest value.

**Q.** So how much of your example is copper?

**A.** The phonon resistivity of 1.67 μΩ cm is close to that of pure copper at room temperature, roughly 1.7 μΩ cm. The impurity resistivity is a deliberate alloy value, high for a conductor meant to be nearly pure. The division into two groups is a model choice: copper has one connected Fermi surface, on which velocity and scattering vary continuously. The 8.3 % subtraction error is thus a result of these parameters, not a measured property of copper. A line tens of nanometres wide also breaks the bulk assumption, through its surfaces and through grain boundaries, which I have not sized. There the two-group excess should not be used alone to infer an impurity content. The numerical output below lists the main values of the worked example.

Table of computed values

```
impurity resistivities a1, a2: 2.0, 4.0 uOhm cm
phonon resistivities b1, b2 at 300 K: 2.0, 10.0 uOhm cm
sums A = a1+a2, B = b1+b2: 6.0, 12.0 uOhm cm
a1*b2 - a2*b1: 12.0 (uOhm cm)^2
rho_imp: 1.3333 uOhm cm
rho_ph: 1.6667 uOhm cm
rho_imp + rho_ph: 3.0000 uOhm cm
rho with both: 3.1111 uOhm cm
excess: 0.1111 uOhm cm = 1.111 nOhm m
excess / rho: 3.57 %
excess / rho_imp (subtraction error): 8.33 %
impurity value found by subtraction: 1.4444 uOhm cm
group 1 share, impurities alone: 0.6667
group 1 share, phonons alone: 0.8333
group 1 share, both: 0.7778
impurity part of excess: 0.0741 uOhm cm
phonon part of excess: 0.0370 uOhm cm
excess at small t, per unit t: 0.3333 uOhm cm
excess at large t: 0.1667 uOhm cm
slope d rho/dT at 300 K: 5.679 nOhm cm/K
slope by Matthiessen's rule: 5.556 nOhm cm/K
slope increase: 2.22 %
200 K, b linear in T: excess 0.0952 uOhm cm
300 K, b linear in T: excess 0.1111 uOhm cm
400 K, b linear in T: excess 0.1212 uOhm cm
Debye temperature (rough): 340 K
200 K, phonon factor linear / Bloch-Gruneisen: 0.6667 / 0.6119
200 K, Bloch-Gruneisen: excess 0.0917 uOhm cm
400 K, phonon factor linear / Bloch-Gruneisen: 1.3333 / 1.3748
400 K, Bloch-Gruneisen: excess 0.1222 uOhm cm
bounds on |c_a|, |c_b|: 0.943, 1.491 uOhm cm
memory full range, least excess on grid: 0.0019 uOhm cm
  at c_a, c_b: 0.943, -1.491 uOhm cm
memory full range, greatest excess on grid: 0.4220 uOhm cm
  at c_a, c_b: -0.943, 1.491 uOhm cm
memory one tenth, least excess on grid: 0.0926 uOhm cm
  at c_a, c_b: 0.094, -0.149 uOhm cm
memory one tenth, greatest excess on grid: 0.1315 uOhm cm
  at c_a, c_b: -0.094, 0.149 uOhm cm
phonon energy / kT at 300 K: 1.133
one-group inelastic excess: 0.00564 uOhm cm
  relative to two-group excess: 5.07 %
electron density (rough): 8.50e+22 cm^-3
rho times mean free path: 6.574e-16 Ohm m^2
mean free path at rho: 21.1 nm
film thickness / mean free path: 10.875
film thickness, surface term = excess: 230 nm
surface term by depth-angle integral: 0.1111 uOhm cm
largest Boltzmann test error below 1e-8: True
```
